# Periodic scrubbing of single-error-corrected memory: loss probability and scrub interval

A memory stores data in words of $n$ bits, check bits included. The code of each word can correct one wrong bit. Left alone, a word slowly collects errors. A scrub reads it, corrects a single wrong bit if there is one, and writes the right word back. This problem asks how the chance of losing data during the life of the memory depends on the time between scrubs.

The assumptions are these.

- Bit $i$ flips, in either direction, as a Poisson process of constant rate $\lambda_i$. Different bits are independent, and their rates may differ.
- Scrubs come at times $T,2T,\dots,NT=L$, where $L$ is the lifetime. They take no time, cause no flips and write without error.
- A word is lost if a scrub finds two or more wrong bits. Rewriting by the user between scrubs is ignored.

For one word, define

$$\Lambda=\sum_i\lambda_i,\qquad S=\sum_{i<j}\lambda_i\lambda_j .$$

If all rates equal $\lambda$, then $\Lambda=n\lambda$ and $S=\binom n2\lambda^2$.

## (a) One bit

**Find the probability $p_i$ that bit $i$, correct at the start of an interval, is wrong at its end. Bound it from both sides by polynomials in $a_i=\lambda_iT$.**

*Solution.* The number of flips is Poisson distributed with mean $a_i$. The bit is wrong if this number is odd, because two flips cancel:

$$p_i=e^{-a_i}\sum_{k\ \text{odd}}\frac{a_i^k}{k!}=e^{-a_i}\sinh a_i=\frac{1-e^{-2a_i}}{2}.$$

For $s\ge0$ we have $1-s\le e^{-s}\le1$. Integrating from $0$ to $x$ gives

$$x-\frac{x^2}{2}\le 1-e^{-x}\le x. \tag{1}$$

With $x=2a_i$, and after division by 2,

$$a_i(1-a_i)\le p_i\le a_i. \tag{2}$$

## (b) One word, one interval

**Let $q$ be the probability that a word, correct at the start of an interval, has at least two wrong bits at its end. Bound $q$ from both sides. Does it matter if a word is instead counted as lost as soon as two of its bits are wrong together, even if one flips back before the scrub?**

*Solution.* If two or more bits are wrong, at least one pair is wrong. The probability of a union of events is at most the sum of their probabilities, so

$$q\le\sum_{i<j}p_ip_j\le\sum_{i<j}a_ia_j=ST^2 .$$

For a lower bound, keep only the outcomes with exactly two wrong bits. These exclude one another, so their probabilities add:

$$q\ge\sum_{i<j}p_ip_j\prod_{k\ne i,j}(1-p_k).$$

Take $\Lambda T\le1$, so that every $a_k\le1$. By (2), $p_ip_j\ge a_ia_j(1-a_i)(1-a_j)$ and $1-p_k\ge1-a_k$. Each term is therefore at least

$$a_ia_j\prod_{k=1}^n(1-a_k)\ge a_ia_j\Big(1-\sum_ka_k\Big)=a_ia_j(1-\Lambda T).$$

The inequality for the product follows by multiplying in one factor at a time: for $x,y\in[0,1]$, $(1-x)(1-y)\ge1-x-y$, and once the right side is negative the claim is trivial. Summing over pairs,

$$ST^2(1-\Lambda T)\le q\le ST^2. \tag{3}$$

If $\Lambda T>1$ the left side is negative and (3) still holds.

Under the stricter definition of loss, the probability $q^*$ is at least $q$, so the lower bound stands. Two different bits must each have flipped at least once. For one bit this has probability $1-e^{-a_i}\le a_i$, so the union over pairs again gives $q^*\le ST^2$. The two definitions thus agree to leading order.

## (c) The whole memory over its lifetime

**Let $P$ be the probability that at least one word is lost by time $L$. Bound $P$, and find how it depends on $T$ at fixed $L$ when it is small.**

*Solution.* A scrub that finds at most one error restores the correct word. A Poisson process has no memory, so the next interval starts afresh with the same $q$. A given word $w$ survives $N$ intervals with probability $(1-q_w)^N$. Words are independent, hence

$$P=1-\prod_w(1-q_w)^N .$$

Let $X=N\sum_wq_w$, the sum of the loss probabilities over all words and intervals. The union bound gives $P\le X$. Since $1-q\le e^{-q}$, the product is at most $e^{-X}$, and (1) gives

$$X-\frac{X^2}{2}\le1-e^{-X}\le P\le X .$$

Now define $A=\sum_wS_w$ and let $\Lambda_{\max}$ be the largest $\Lambda$ of any word. Because $N=L/T$, summing (3) gives

$$ALT(1-\Lambda_{\max}T)\le X\le ALT .$$

Use the lower limit of $X$ in the linear term and the upper limit in the subtracted square:

$$ALT\left(1-\Lambda_{\max}T-\frac{ALT}{2}\right)\le P\le ALT. \tag{4}$$

When $\Lambda_{\max}T\ll1$ and $ALT\ll1$, therefore,

$$\boxed{P\simeq ALT}\qquad\text{and, for }M\text{ words of equal rates,}\qquad P\simeq M\,\frac{n(n-1)}{2}\,\lambda^2LT .$$

The small loss probability is proportional to the scrub interval. Two errors must meet in one interval, which costs $T^2$, but there are $L/T$ intervals in which they may do so.

The same rate follows from the waiting time. First errors on bit $i$ appear at rate $\lambda_i$ and wait on average $T/2$ for the next scrub. Meanwhile the other bits flip at total rate $\sum_{j\ne i}\lambda_j$. The loss rate is

$$\frac T2\sum_i\lambda_i\sum_{j\ne i}\lambda_j=\frac T2\,(2S)=ST,$$

since the double sum counts each pair twice.

The law is a leading-order one. As $ALT$ approaches 1, $P$ bends below the straight line, as a probability must.

## (d) No scrubbing, an unfinished interval, and stronger codes

**What does the law become if the memory is read only at the end of its life? What changes if $L$ is not a multiple of $T$? What if the code corrects $t$ errors?**

*Solution.* Reading once at the end means $T=L$, so $P\simeq AL^2$ when $AL^2$ and $\Lambda_{\max}L$ are both small. In that case, scrubbing at interval $T$ lowers the loss probability by the factor $L/T$.

If $L=NT+r$ with $0\le r<T$, and the memory is read at time $L$, the last interval has length $r$. To leading order

$$P\simeq A(NT^2+r^2)=A\big[(L-r)T+r^2\big]=A\big[LT-r(T-r)\big].$$

The product $r(T-r)$ is at most $T^2/4$, so the relative change is at most $T/(4L)$.

For a code that corrects $t$ errors, $t+1$ bits must be wrong together. With equal rates, the leading term for one interval is $\binom n{t+1}(\lambda T)^{t+1}$. Multiplying by $ML/T$,

$$P\simeq M\binom n{t+1}\lambda^{t+1}L\,T^{t}.$$

For $t=1$ this is the linear law. For $t=0$ the interval drops out: without correction, a scrub has nothing it can repair.

## (e) Imperfect scrubs and common causes

**Take equal rates. How does the law change if (i) each scrub flips each bit with a small probability $r_d$; (ii) some common cause flips two bits of a word together at rate $\kappa$ per word; (iii) the write-back of a corrected bit fails with probability $w$?**

*Solution.* (i) To leading order, the error probability per bit and interval is $\lambda T+r_d$. Then

$$P\simeq M\binom n2\frac LT(\lambda T+r_d)^2=M\binom n2L\left(\lambda^2T+2\lambda r_d+\frac{r_d^2}{T}\right).$$

The derivative with respect to $T$ vanishes when $\lambda^2=r_d^2/T^2$, that is at $T=r_d/\lambda$. This is a minimum, because the last term grows at short $T$ and the first at long $T$. The linear law needs $T\gg r_d/\lambda$.

(ii) One event now loses a word, whatever the interval. This adds $ML\kappa$ to $P$ while the total is small. The added term equals the independent loss when $\kappa=\binom n2\lambda^2T$. Below the corresponding $T$, more frequent scrubbing can at most halve the loss.

(iii) Let $f$ be the steady fraction of intervals that start with one uncorrected error. Such an error is left behind if a new or an old error meets a failed write, so to leading order

$$f=w(n\lambda T+f)\quad\Rightarrow\quad f=\frac{w\,n\lambda T}{1-w}.$$

From such a start, one further flip among $n-1$ bits loses the word. The added loss per interval is

$$f(n-1)\lambda T=\frac{w}{1-w}\,n(n-1)\lambda^2T^2=\frac{2w}{1-w}\binom n2\lambda^2T^2 .$$

The loss is multiplied by $1+2w/(1-w)$ and remains proportional to $T$, provided $f\ll1$ and the steady fraction is reached early in the life. An error meets on average $1/(1-w)$ scrubs, the last of which removes it, so this needs $N(1-w)\gg1$. As $w$ approaches 1 at fixed $N$, the factor stays below this value and the loss depends more weakly on $T$.

## (f) A magnetic memory

**A spin-transfer-torque memory holds $2^{30}$ data bits in words of 64 data and 8 check bits. It is kept at $\Theta=358$ K for 3650 days. A bit with energy barrier $E$ flips at the rate $f_0e^{-E/k\Theta}$, with $f_0=10^9\ \mathrm{s^{-1}}$. The barriers are independent Gaussian variables with median $E_0=1.70$ eV and standard deviation $\sigma=0.08$ eV. Find $P$ for several scrub intervals, and the interval that gives $P=10^{-4}$.**

*Solution.* There are $M=2^{30}/64=16\,777\,216$ words, each with $\binom{72}{2}=2556$ pairs. The thermal energy is $k\Theta=0.03085$ eV, so $E_0/k\Theta=55.11$ and $s=\sigma/k\Theta=2.593$.

Write $E=E_0+\sigma z$, with $z$ a standard Gaussian variable. Since $-sz-z^2/2=-(z+s)^2/2+s^2/2$, the average of $e^{-sz}$ is $e^{s^2/2}$. The mean rate is

$$\bar\lambda=f_0e^{-E_0/k\Theta+s^2/2}=10^9e^{-55.105+3.362}\ \mathrm{s^{-1}}=3.375\times10^{-14}\ \mathrm{s^{-1}},$$

which is 29 times the rate at the median barrier. The weak bits set the mean.

Different bits have independent barriers, so $\langle\lambda_i\lambda_j\rangle=\bar\lambda^2$ and

$$A\simeq M\binom{72}{2}\bar\lambda^2=4.886\times10^{-17}\ \mathrm{s^{-2}} .$$

One particular memory differs a little from this mean. Let $g=\langle\lambda^2\rangle/\bar\lambda^2=e^{s^2}\approx833$. In the variance of $S$, a pair taken with itself contributes $\bar\lambda^4(g^2-1)$. Two pairs sharing one bit contribute $\bar\lambda^4(g-1)$, and there are $n(n-1)(n-2)$ ordered choices of these. Disjoint pairs contribute nothing. Dividing by $\langle S\rangle^2$ and by the number of words, the relative variance of $A$ is

$$\frac{(g^2-1)+2(n-2)(g-1)}{M\binom n2},$$

which gives a relative standard deviation of 0.43 %. Rare memories inflate this figure. Half of the $g^2$ term comes from pairs with $z_i+z_j<-4s$, and a memory holds only about 0.005 such pairs on average. Without that half the spread is about 0.33 %, which better describes a typical memory.

For $T=1$ day $=86\,400$ s and $L=3.1536\times10^8$ s,

$$ALT=4.886\times10^{-17}\times3.1536\times10^8\times86\,400=1.33\times10^{-3}.$$

The table compares the linear law with a fuller estimate. For the latter, the flip probability of part (a) is averaged numerically over the barriers, the binomial distribution gives the mean loss per word and interval, and $P=1-e^{-X}$. This form assumes that loss is rare in the words that dominate the sum.

| $T$ | $ALT$ | fuller $P$ |
|---|---:|---:|
| 1 hour | $5.547\times10^{-5}$ | $5.547\times10^{-5}$ |
| 1 day | $1.331\times10^{-3}$ | $1.330\times10^{-3}$ |
| 10 days | $1.331\times10^{-2}$ | $1.322\times10^{-2}$ |
| 50 days | $6.66\times10^{-2}$ | $6.44\times10^{-2}$ |

At 50 days the law is about 3 % too high, close to the relative correction $ALT/2$ in (4). Without scrubbing, $AL^2=4.86$, which cannot be a probability; the fuller estimate gives $P=0.99$. The factor $L/T=3650$ therefore does not compare the actual probabilities here, because the unscrubbed memory lies outside the small-loss regime.

The target $P=10^{-4}$ requires

$$T=\frac{10^{-4}}{AL}=1.8\ \text{hours}.$$

At one scrub per day, the mean failure rate is $1.331\times10^{-3}/(87\,600\ \mathrm h)$, or about 15 failures per $10^9$ device hours (15 FIT).

The condition on $\Lambda_{\max}T$ concerns the weakest bits. Among all $nM$ bits, one is expected beyond 6.03 standard deviations below the median. At that barrier $\lambda T=6\times10^{-4}$ for $T=1$ day, still small.

**How does this compare with a real device, and what has been left out?**

*Solution.* The parameters are rough model values, not data for a particular device; ten years at a steady 358 K is a demanding use. Real chips do not keep one temperature. With the barriers held fixed, a chip 10 K hotter has $P$ larger by a factor of about 14 in the linear law. Real barriers also fall on heating; if all of them fell by 1 % over these 10 K, the factor would be about 36. At fixed temperature, a median barrier lower by 1 % gives a factor of 3. The value of $P$ is thus far less certain than its proportionality to $T$. A real barrier distribution may also contain more weak bits than the Gaussian tail predicts, which would raise $A$.

Neighbouring cells are not fully independent. Take discs 35 nm wide and 1.5 nm thick, 70 nm apart, with magnetization $10^6$ A/m. A point dipole of moment $m$ gives a field $B=\mu_0m/4\pi d^3=0.42$ mT at the neighbour. For a rigid moment with energy $E_0\sin^2\theta-mB\cos\theta$, the maximum lies at $\cos\theta=-h$, where $h=mB/2E_0$, and the barrier from $\theta=0$ is $E_0(1+h)^2$. Reversing $B$ changes it by $4E_0h=2mB=0.0076$ eV. If a word lies in one row, $n-1$ of its pairs are neighbours, a fraction $2/n$. Count the field of the correctly stored data as part of the given barriers, so that only the change caused by a neighbour's flip remains. Even if every such change lowers the barrier, $P$ rises in this estimate by about $(2/72)(e^{0.0076/0.03085}-1)$, or 0.8 %. The point dipole is a low estimate, because the discs are half as wide as their spacing. For finite discs the field averaged over the neighbour is 0.49 mT, which gives 0.9 %, and the more distant pairs in the row bring this to about 1.1 %. The rigid moment is itself marginal at this size. With anisotropy $K=E_0/V$ for a disc of volume $V$, a domain wall across the disc costs about $4\sqrt{A_{\rm ex}K}$ times its diameter and thickness, which is 1.8 eV for an exchange stiffness $A_{\rm ex}=10$ pJ/m and 1.3 eV for 5 pJ/m. Where the wall is cheaper than 1.70 eV, the rigid-moment formulas used here and below are only a guide.

For scrub disturbance, assume a 10 ns read pulse at 0.2 of the critical current, with the barrier reduced by the factor $(1-0.2)^2=0.64$. The averaged flip probability is

$$r_d=f_0(10\ \mathrm{ns})\,e^{-0.64E_0/k\Theta+(0.64s)^2/2}=1.9\times10^{-14},$$

against $\bar\lambda T=2.9\times10^{-9}$ for one day. The optimum $r_d/\bar\lambda$ is near 0.6 s, far below the intervals used here. User reads are another matter: about $1.5\times10^5$ reads of a word per day, without write-back, would disturb it as much as thermal flips do. These figures give every bit the same ratio 0.2. For a rigid moment the critical current is proportional to the barrier, so a single read current acts more strongly on weak bits. With the current at 0.2 of the median critical current, the barrier is $E(1-0.2E_0/E)^2$; then $r_d\approx1.0\times10^{-13}$, the optimum is near 3 s, and about $3\times10^4$ reads per day match the thermal flips. These values of $r_d$ are high estimates, and the read counts low ones, for two reasons. A read current of one polarity lowers the barrier for one stored state only and raises it for the other, so for random data $r_d$ is halved. The steady escape rate also sets in only after a delay, about five relaxation times $\tau$ for a rigid moment with these parameters. The zero-current prefactor of such a moment is $\sqrt{E/\pi k\Theta}/\tau$, so $f_0=10^9\ \mathrm{s^{-1}}$ means $\tau\approx4$ ns. A 10 ns pulse then flips a median bit about 800 times less often than the steady formula gives; for $\tau=1.5$ ns it is about 2 times less often.

A write failure probability of $10^{-6}$ changes $P$ by only two parts in a million. Common causes could matter more. At $T=1$ day, a double-flip rate of $2.5\times10^{-19}\ \mathrm{s^{-1}}$ per word would already double the loss, and shorter scrub intervals would not remove that part.

Numbers in the example were calculated in double precision.
